\section*{Waiting time of an activated reaction against a 10 ps simulation}

\section{Definitions and conventions}

A molecule sits in a reactant state and can leave it by one reaction step. The \emph{waiting time} is the time from an arbitrary starting moment, with the molecule in thermal equilibrium among its reactant configurations, to the reaction event. Its average is $\tau$. The \emph{rate constant} $k$ is the probability per unit time that a molecule still in the reactant state reacts.

The \emph{activation free energy} $\Delta G^\ddagger$ compares the dividing surface between reactant and product with the reactant state. It is not the height of the potential-energy barrier; the two are related in Section~3. Here $\Delta G^\ddagger=100$ kJ/mol and $T=500$ K. The step is first order, so no concentration or standard pressure enters.

Derivations use energies per molecule and $k_BT$; numbers use energies per mole and $RT=N_Ak_BT$. The ratio of an energy to the thermal energy is the same in both. Planck's constant is $h$, and $\hbar=h/2\pi$.

The setting is the loss of a ligand from a precursor molecule bound to a surface, during atomic layer deposition near 500 K. The temperature is a rough, typical one. The free energy is a given model value, not a computed or measured property of a particular compound.

\section{Back-of-envelope argument}

A bond vibrates roughly $10^{13}$ times per second. Treat each vibration as an attempt to react, and let an attempt succeed with the Boltzmann probability of the barrier. At 500 K the thermal energy is about 4.2 kJ/mol, so the barrier is about 24 thermal energies high. Since $24/2.3\approx10.4$,
\[
e^{-24}\approx10^{-10.4}\approx4\times10^{-11}.
\]
The rate is then about $10^{13}\times4\times10^{-11}=400$ per second, and the mean wait is about 2.5 ms.

This gives the right size but leaves two questions open. Which frequency belongs in front, and is the energy in the exponent a potential energy or a free energy? A factor of three in the frequency is a factor of three in the answer, so the two must be settled together.

\section{Controlled derivation}

\subsection{The rate as a flux}

Take first a single coordinate $x$ with mass $m$, momentum $p$ and energy $H=p^2/2m+V(x)$. The reactant is $x<0$, the product is $x>0$, and the barrier top is at $x=0$, with height $V_b$ above the reactant minimum, where $V=0$. Three assumptions are made: the motion is classical, the reactant is in thermal equilibrium, and a molecule that crosses $x=0$ towards the product does not come back before it has settled there.

The equilibrium probability density in the reactant region is
\[
\rho(x,p)=\frac{e^{-H/k_BT}}{hQ_R},\qquad
Q_R=\frac1h\int_{-\infty}^{\infty}\!dp\int_{-\infty}^{0}\!dx\;e^{-H/k_BT}.
\]
The factor $h$ makes $Q_R$ a pure number and cancels in $\rho$. During a short time $dt$, a molecule with momentum $p>0$ crosses the surface if it lies within a distance $(p/m)\,dt$ of it. Summing over all positive momenta and dividing by $dt$ gives
\[
k=\int_0^\infty \frac pm\,\rho(0,p)\,dp
=\frac{e^{-V_b/k_BT}}{hQ_R}\int_0^\infty\frac pm\,e^{-p^2/2mk_BT}\,dp .
\]
With $\varepsilon=p^2/2m$ and $d\varepsilon=(p/m)\,dp$, the last integral is
\[
\int_0^\infty e^{-\varepsilon/k_BT}\,d\varepsilon=k_BT .
\]
The mass has dropped out of the flux integral: heavy particles are slower, but their thermal momenta are larger in just the compensating way. It remains inside $Q_R$. The result is
\begin{equation}
k=\frac{k_BT}{h}\,\frac{e^{-V_b/k_BT}}{Q_R}.
\label{flux}
\end{equation}

\subsection{Where the free energy enters}

A molecule has other coordinates too. Suppose that the kinetic energy of $x$ separates from theirs. The same integral over $p$ then appears, and the remaining integrals at $x=0$ give a partition function $Q^\ddagger$, with energies measured from the lowest point of the dividing surface. It contains every degree of freedom except the reaction coordinate. With $Q_R$ now taken over all coordinates of the reactant,
\[
k=\frac{k_BT}{h}\,\frac{Q^\ddagger}{Q_R}\,e^{-V_b/k_BT}.
\]
The activation free energy is defined by collecting everything after the prefactor:
\begin{equation}
e^{-\Delta G^\ddagger/RT}=\frac{Q^\ddagger}{Q_R}\,e^{-V_b/RT},
\qquad
\Delta G^\ddagger=V_b-RT\ln\frac{Q^\ddagger}{Q_R}.
\label{dg}
\end{equation}
Hence
\begin{equation}
k=\frac{k_BT}{h}\,e^{-\Delta G^\ddagger/RT}.
\label{eyring}
\end{equation}
In one dimension $Q^\ddagger=1$ and equation~(\ref{flux}) is recovered.

The no-return assumption has a definite sign in classical mechanics. Every passage from reactant to product contains at least one forward crossing. Counting all forward crossings therefore gives a rate that is too high or just right, never too low.

\subsection{From rate to waiting time}

Let $S(t)$ be the probability that the molecule has not reacted by time $t$. If it loses the memory of its past much faster than it reacts, a survivor is still an equilibrium reactant, and its chance of reacting in the next $dt$ is $k\,dt$ whatever its age. Thus
\[
\frac{dS}{dt}=-kS,\qquad S(0)=1,\qquad S(t)=e^{-kt}.
\]
The probability density of the waiting time is $-dS/dt$. Integrating by parts,
\begin{equation}
\tau=\int_0^\infty t\left(-\frac{dS}{dt}\right)dt
=\bigl[-tS\bigr]_0^\infty+\int_0^\infty e^{-kt}\,dt=\frac1k ,
\label{tau}
\end{equation}
since $tS$ vanishes at both limits. In the same way the mean of $t^2$ is $2/k^2$, so the standard deviation is $\sqrt{2/k^2-1/k^2}=1/k$. The spread equals the mean: single waits scatter widely, and a fraction $e^{-1}\approx0.37$ of molecules wait longer than $\tau$.

\subsection{The numbers}

At 500 K, $RT=4.157$ kJ/mol and $k_BT/h=1.042\times10^{13}$ s$^{-1}$. Then
\begin{align*}
\frac{\Delta G^\ddagger}{RT}&=\frac{100}{4.157}=24.05,
\qquad e^{-\Delta G^\ddagger/RT}=3.575\times10^{-11},\\
k&=1.042\times10^{13}\times3.575\times10^{-11}\ \mathrm{s^{-1}}
=372.5\ \mathrm{s^{-1}},\\
\tau&=\frac1{372.5\ \mathrm{s^{-1}}}=2.68\ \mathrm{ms}.
\end{align*}
To one figure the mean wait is 3 ms.

\section{What a 10 ps simulation can see}

The mean wait is $2.68\times10^{8}$ times longer than 10 ps. For a run of length $t$ that starts from an equilibrium reactant, the chance of an event is
\[
P=1-e^{-kt}\approx kt=372.5\times10^{-11}=3.72\times10^{-9}.
\]
The next term of the expansion, $(kt)^2/2$, is smaller by a further factor of order $10^{-9}$.

With $M$ independent runs the chance of seeing nothing is $e^{-Mkt}$. A 95\% chance of at least one event requires $e^{-Mkt}=0.05$, so
\[
M=\frac{\ln20}{kt}=8.04\times10^{8}.
\]
Splitting the work into short runs does not reduce the total simulated time, which is still three mean waits. One mean wait takes $2.68\times10^{12}$ steps of 1 fs. If each step took a millisecond of computing, that would be $2.68\times10^{9}$ s, or about 85 years.

The opposite question is which barrier a 10 ps run can address. Setting $1/k=t$ in equation~(\ref{eyring}) and taking the logarithm gives
\[
\Delta G^\ddagger=RT\ln\frac{k_BT\,t}{h}
=4.157\,\ln(104.2)\ \mathrm{kJ/mol}=19.3\ \mathrm{kJ/mol}.
\]
A run without an event says even less. Such silence has a probability below 5\% only if $t/\tau>\ln20\approx3$, that is, if $\tau$ is below about 3.3 ps. This lowers the free energy by $RT\ln3\approx4.6$ kJ/mol, to about 15 kJ/mol. This figure uses equation~(\ref{eyring}), which is an upper bound on the classical rate. If recrossing reduces the rate by a factor of 0.65, as in the low-barrier model of Section~5, the threshold falls by a further $RT\ln(1/0.65)\approx1.8$ kJ/mol, to about 13 kJ/mol. At 500 K, a silent 10 ps run is thus evidence at most against barriers below 13 to 15 kJ/mol and cannot tell 30 from 100 kJ/mol.

Heating is a poor way out. With $\Delta G^\ddagger$ held at 100 kJ/mol, the mean wait falls to 10 ps only at about 2000 K. The free energy itself changes with temperature through its entropy part, and nothing guarantees that the same step still dominates there.

More molecules help in proportion to their number. If $N$ molecules react independently, the chance that none has reacted is $S^N=e^{-Nkt}$, so the mean time to the first event is $\tau/N$. For 100 molecules it is 26.8 $\mu$s, still more than a million times 10 ps.

\section{Comparison}

\subsection{The two arguments}

The rough estimate of 2.5 ms and the derived 2.68 ms agree closely, partly because $k_BT/h$ at 500 K happens to lie near the assumed $10^{13}$ s$^{-1}$. The prefactor $k_BT/h$ is not a vibration frequency. A model well shows how the two pictures fit together:
\[
V(x)=V_b\left[\left(\frac xa\right)^2-1\right]^2,\qquad
m=10\ \mathrm{u},\qquad a=0.05\ \mathrm{nm}.
\]
The height is adjusted until $\Delta G^\ddagger=100$ kJ/mol. This gives $V_b=104.2$ kJ/mol and $Q_R=0.3612$, and equation~(\ref{dg}) is satisfied:
\[
104.2+4.157\ln(0.3612)=104.2-4.2=100.0\ \mathrm{kJ/mol}.
\]
Equation~(\ref{flux}) can now be read as an attempt frequency times a Boltzmann factor of the \emph{potential} barrier. The frequency is $(k_BT/h)/Q_R=2.9\times10^{13}$ s$^{-1}$. For a harmonic well $Q_R=k_BT/\hbar\omega_0$, and this quotient becomes $\omega_0/2\pi$, the vibration frequency. Both readings give the same rate. Mixing them, with $2.9\times10^{13}$ s$^{-1}$ in front and the free energy in the exponent, would make the wait too short by a factor $1/0.3612\approx2.8$.

\subsection{Trajectories over the 100 kJ/mol barrier}

The rate can be tested without equation~(\ref{eyring}). Newton's equations were solved for starting points spread over the reactant phase space of this well, each weighted by its Boltzmann factor. Starts below the barrier energy cannot cross, by energy conservation, and starts more than $20RT$ above it were dropped because of their negligible weight. After 10 fs the weighted fraction on the product side was $3.72\times10^{-12}$. Division by 10 fs gives 372.4 s$^{-1}$, against 372.5 s$^{-1}$ from the formula.

No trajectory can cross and return within this window. It would have to travel at least $2\sqrt2\,a=0.14$ nm, and no retained trajectory ever moves faster than $\sqrt{2(V_b+20RT)/m}=6.1$ nm/ps, so this takes at least 23 fs. The test therefore checks the flux, not the no-return assumption.

\subsection{Waiting times over a low barrier}

The waiting-time law can be watched directly if the barrier is low. The same kind of well was set to $\Delta G^\ddagger=20$ kJ/mol, and 2000 particles were followed at 500 K with friction and random thermal forces, at a damping rate of 50 ps$^{-1}$, until each reached the product minimum.

Friction makes particles recross, so the rate becomes $\kappa k$ with $\kappa<1$. To find $\kappa$, consider crossings that end in the product. A path that began in the reactant has one more forward than backward crossing; a path that began in the product has equally many. Forward minus backward crossings therefore counts each reaction once. If a share $P_+$ of forward starts from the barrier top ends in the product, then by symmetry a share $1-P_+$ of backward starts does, and
\[
\kappa=P_+-(1-P_+)=2P_+-1 .
\]
Separate trajectories from the barrier top gave $\kappa=0.65$. The predicted mean wait is
\[
\frac{1}{\kappa}\,\frac{h}{k_BT}\,e^{20/4.157}=18.1\ \mathrm{ps},
\]
and the simulated one was 17.6 ps. The 3\% difference is comparable with the sampling error, $1/\sqrt{2000}\approx2\%$. The standard deviation was 0.974 of the mean, where the exponential law gives 1, and a share 0.371 waited longer than the mean, where it gives 0.368. In groups of five, the first event came after 3.56 ps on average, close to $17.6/5=3.52$ ps.

\section{How far the estimate can be trusted}

\paragraph{Free energy and temperature.} An error $\delta$ in $\Delta G^\ddagger$ multiplies $\tau$ by $e^{\delta/RT}$. For $\delta=\pm5$ kJ/mol the factor is 3.3 either way, and the wait lies between 0.81 and 8.9 ms. With $\Delta G^\ddagger$ held fixed, it is 4.5 ms at 490 K and 1.6 ms at 510 K.

\paragraph{Recrossing.} For the 100 kJ/mol well with an assumed damping rate of 10 ps$^{-1}$, the method above gives $\kappa=0.915$, which lengthens the wait by 9\%. Part of this correction belongs to the model: some particles rebound from the far wall of the product well and return before friction has taken up their excess energy. A ligand that leaves for good meets no such wall, so with the same barrier and damping its correction would be smaller.

\paragraph{Tunnelling.} Near its top the barrier is a parabola, $V\approx V_b-\tfrac12m\omega^2x^2$, with $\omega=\sqrt{4V_b/ma^2}$. This corresponds to 686 cm$^{-1}$, so $u=\hbar\omega/k_BT=1.97$. The known transmission probability of a parabolic barrier is $[1+e^{-2\pi(E-V_b)/\hbar\omega}]^{-1}$. Averaging it over thermal energies, relative to classical passage, with $y=(E-V_b)/k_BT$ and then $w=e^{-2\pi y/u}$, gives
\[
\Gamma=\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/u}}
=\frac{u}{2\pi}\int_0^\infty\frac{w^{u/2\pi-1}}{1+w}\,dw
=\frac{u/2}{\sin(u/2)}=1.18 .
\]
The last integral is the standard $\pi/\sin(\pi s)$ with $s=u/2\pi$, valid for $u<2\pi$. A semiclassical calculation with the actual barrier shape below the top, and the parabolic formula above it, also gives 1.18. Here $\Delta G^\ddagger$ is held fixed, so quantum effects in the reactant well count as part of its given value. They are not small in this model. The well frequency is $\omega_0=\sqrt2\,\omega$, or 970 cm$^{-1}$, so $\hbar\omega_0/k_BT=2.8$ and the well is not in the classical regime. For a harmonic well the quantum partition function $1/[2\sinh(\hbar\omega_0/2k_BT)]=0.26$ replaces the classical $k_BT/\hbar\omega_0=0.36$. The value $V_b=104.2$ kJ/mol therefore belongs to the classical model; with the quantum well the same $\Delta G^\ddagger$ needs a barrier about 1.3 kJ/mol higher, which hardly changes $\Gamma$.

Treating the last two corrections as independent factors, the wait becomes $\tau/(\kappa\Gamma)=2.5$ ms. They partly cancel, and each is much smaller than the effect of a 5 kJ/mol error.

The tunnelling estimate depends strongly on mass. If the reaction coordinate were mainly the motion of a hydrogen atom, with $m=1$ u and the same potential, $u$ would rise by $\sqrt{10}$ to 6.2, just below $2\pi$, where $\Gamma$ diverges. The parabola, which has no bottom, is then useless, and tunnelling needs a calculation of its own.

\paragraph{The deposition process.} A precursor exposure lasts, very roughly, 0.1 s. In that time $kt=37$. If all sites share this free energy and no released ligand returns, the model leaves a fraction $7\times10^{-17}$ unreacted: a step invisible in 10 ps is then complete on the scale of the process. The solid supplies the activation energy, so the forward rate constant in this model does not depend on gas pressure. Released ligands that remain in the gas could still drive the reverse step. The effective mass and damping rate are round values, not fitted to a particular compound. A real surface can also break the assumption of a single free energy, because its sites differ. A site whose mean wait equals the exposure has
\[
\Delta G^\ddagger=100+4.157\ln\frac{0.1\ \mathrm{s}}{0.00268\ \mathrm{s}}
\approx115\ \mathrm{kJ/mol}.
\]
Sites well above this value would stay largely unreacted, however fast the average site is.

The inputs and results are collected in the numerical output below. None of the effects sized in this section brings the wait anywhere near 10 ps. At 500 K, that would take an activation free energy lower by some 80 kJ/mol, whether because the given value is wrong or because a different reaction path is open.

\section*{Calculated quantities}
\begin{verbatim}
ESTIMATE
Temperature: 500 K
Activation free energy: 100 kJ/mol
Thermal energy RT: 4.157 kJ/mol
Prefactor kB T/h: 1.042e+13 1/s
Ratio G/(RT): 24.054
Boltzmann factor: 3.575e-11
Rate k: 372.5 1/s
Mean waiting time: 2.68 ms
SHORT SIMULATION
Simulated time: 10 ps
Mean wait / simulated time: 2.68e+08
Chance of an event in one run: 3.72e-09
Runs for 95% chance of an event: 8.04e+08
Steps of 1 fs in one mean wait: 2.68e+12
Free energy with 10 ps mean wait: 19.3 kJ/mol
Temperature for 10 ps wait, fixed G: 1995 K
First wait among 100 molecules: 26.8 microseconds
Precursor exposure: 0.1 s
Unreacted after exposure: 6.7e-17
MODEL WELL AND TRAJECTORY TEST
Effective mass: 10 u
Minimum to barrier top: 0.05 nm
Potential barrier: 104.2 kJ/mol
Reactant partition function: 0.3612
Trajectory window: 10 fs
Weighted fraction crossing: 3.72e-12
Rate from trajectories: 372.4 1/s
LOW-BARRIER WAITING-TIME TEST
Free-energy barrier: 20 kJ/mol
Damping rate in test: 50 1/ps
Number of walkers: 2000
Recrossing factor in test: 0.65
Predicted mean wait: 18.1 ps
Simulated mean wait: 17.6 ps
Standard deviation / mean: 0.974
Share waiting beyond the mean: 0.371
Mean first wait in groups of five: 3.56 ps
NEGLECTED EFFECTS
Wait at G - 5 kJ/mol: 0.806 ms
Wait at G + 5 kJ/mol: 8.94 ms
Wait at 490 K, fixed G: 4.48 ms
Wait at 510 K, fixed G: 1.64 ms
Damping rate: 10 1/ps
Recrossing factor: 0.915
Barrier-top wavenumber (magnitude): 686 1/cm
Tunnelling factor, actual shape: 1.18
Tunnelling factor, parabola: 1.18
Wait with both corrections: 2.49 ms
\end{verbatim}
